# Knudsen Minimum of Phonon Heat Flow in a Diffuse-Walled Slab

**Result.** Phonons of one speed \(v\) and one mean free path \(\Lambda\) carry heat along a slab of width \(W\). Their bulk collisions conserve energy and crystal momentum, and the two walls scatter diffusely. Let \(C\) be the heat capacity per volume, \(\kappa\) the width-averaged conductivity, and

\[
L=\frac{W}{\Lambda},\qquad g(L)=\frac{\kappa/W}{Cv/3}.
\]

Then \(g\) grows without bound both for \(L\to0\) and for \(L\to\infty\), so it has a minimum between. Numerically the minimum lies at \(L=0.630\), where \(g=2.200\). A scan of \(0.2\le L\le30\) shows no other. Since \(g\) depends on \(L\) alone, it does not matter whether \(W\) or \(\Lambda\) is varied, provided \(\kappa/W\) is divided by \(Cv\).

## From collisions to an integral equation

In the algebra \(\hbar=1\) and temperature is an energy. Let \(\mathbf n\) be the direction of flight, \(x\) the coordinate along the slab and \(y\) the one across it. The temperature gradient \(G=dT/dx\) is small and uniform.

Normal collisions drive the phonons towards a drifting Bose distribution \(N=[e^{(\omega-\mathbf k\cdot\mathbf u)/T}-1]^{-1}\), with \(\mathbf k=\omega\mathbf n/v\). To first order in \(\mathbf u\),

\[
\delta N=\frac{\omega\,\mathbf n\cdot\mathbf u}{vT}N_0(N_0+1).
\]

Multiply by \(\omega\) and sum over modes. Since \(C=\sum\omega^2N_0(N_0+1)/T^2\) per volume, the drift energy per solid angle is \(CT\,\mathbf n\cdot\mathbf u/(4\pi v)\). Its flux follows from \(\int n_in_j\,d\Omega=4\pi\delta_{ij}/3\) and equals \(CT\mathbf u/3\).

A phonon of energy \(\omega\) has momentum \(\omega\mathbf n/v\) and carries energy flux \(\omega v\mathbf n\). Momentum density is therefore \(\mathbf q/v^2\), with \(\mathbf q\) the heat flux. Conserving momentum means that the drifting distribution has the same \(\mathbf q\) as the actual one. Hence \(\mathbf u=3\mathbf q/(CT)\), and the drift term is \(3\mathbf q\cdot\mathbf n/(4\pi v)\).

Write the energy deviation per solid angle as \((C/4\pi)[Gx+\phi(y,\mathbf n)]\). We look for \(\phi\) odd in \(n_x\). Its angular average vanishes, so there is no transverse temperature change; the transverse flux vanishes too, and a diffuse wall emits no deviation. All conditions are then met. An even part would have no drive: steady flow without dissipation in the bulk or at the walls leaves only a uniform temperature shift, which belongs in the reference temperature.

Set \(\phi=n_x\psi\) and \(\mu=n_y\). The steady transport equation, divided by \(vn_x/\Lambda\), is

\[
\Lambda G+\mu\Lambda\frac{\partial\psi}{\partial y}=-\psi+\frac{3q}{Cv}.
\]

Now put \(z=y/\Lambda\), \(\psi=-\Lambda Gh\) and \(q=-(Cv\Lambda G/3)Q\). The last definition gives \(3q/(Cv)=-\Lambda GQ\). Division by \(-\Lambda G\) leaves

\[
\mu\frac{\partial h}{\partial z}+h=S(z),\qquad S=1+Q,
\]

with \(h=0\) for rays leaving a wall. The 1 is the drive by the gradient; \(Q\) is the momentum returned by collisions. The flux \(q=(Cv/4\pi)\int n_x^2\psi\,d\Omega\) gives, after the azimuthal integral \(\int\cos^2=\pi\),

\[
Q=\frac34\int_{-1}^{1}(1-\mu^2)h\,d\mu .
\]

For \(\mu>0\) the ray equation integrates to \(h=\int_0^z e^{-(z-z')/\mu}S(z')\,dz'/\mu\). Rays with \(\mu<0\) give the mirror expression. Together,

\[
S(z)=1+\int_0^L K(|z-z'|)S(z')\,dz',
\]
\[
K(s)=\frac34\int_0^1\frac{1-\mu^2}{\mu}e^{-s/\mu}d\mu=\frac34[E_1(s)-E_3(s)],
\]

where \(E_n(s)=\int_0^1\mu^{n-2}e^{-s/\mu}d\mu\). Over the whole line,

\[
\int K\,ds=\frac32\int_0^1(1-\mu^2)d\mu=1,
\]
\[
\int s^2K\,ds=3\int_0^1(1-\mu^2)\mu^2d\mu=\frac25 .
\]

Finally \(\kappa=(Cv\Lambda/3)\bar Q\), with \(\bar Q\) the average over the width, so \(g=\bar Q/L\).

## One cell by hand

Approximate \(S\) by a single constant and require the integral equation to hold on average over the slab. With \(P=\int_0^L\!\int_0^L K\,dz\,dz'\),

\[
LS=L+PS\quad\Rightarrow\quad S=\frac{L}{L-P}.
\]

To find \(P\), use a function whose second derivative is \(K\):

\[
F(s)=\frac34[E_3(s)-E_5(s)],\qquad F'(s)=-\frac34[E_2(s)-E_4(s)].
\]

Its values at zero are \(F(0)=3/16\) and \(F'(0)=-1/2\). Points a distance \(s\) apart occupy a measure \(2(L-s)ds\) of the square, so one integration by parts gives

\[
P=2\int_0^L(L-s)F''ds=L+2F(L)-2F(0).
\]

Define \(g_R=P/L^2\). This is the value of \(g\) when collisions return no momentum, since then \(S=1\). The one-cell estimate is

\[
g_1=\frac{S-1}{L}=\frac{g_R}{1-Lg_R}=g_R\left(1+Lg_R+L^2g_R^2+\cdots\right).
\]

Each factor \(Lg_R=P/L\) represents one more return of momentum to the flow.

At \(L=1\), \(g_R=0.68386\). Therefore \(S=1/0.31614=3.163\) and \(g_1=2.163\). The converged value is 2.243, so one cell is 3.5% low. The same arithmetic gives 2.644 at \(L=0.1\) and 2.274 at \(L=0.3\), against converged values 2.647 and 2.286.

One cell fails in a thick slab. There \(F(L)\to0\), so \(L-P\to3/8\) and \(g_1=1/(L-P)-1/L\to8/3\). The converged value at \(L=10\) is already 5.686. A constant cannot describe flow that is fast in the middle and slow at the walls. Two equal cells do not help: by symmetry they carry equal values, which is one cell again. The smallest symmetric division that improves the estimate has three.

## The method for many cells

Divide the slab into cells \([a_i,b_i]\) of width \(d_i\), with constant \(S_i\) in each. Averaging the equation over every cell gives

\[
\sum_jM_{ij}S_j=d_i,\qquad M_{ij}=d_i\delta_{ij}-\int_i\!\int_jK\,dz\,dz'.
\]

Two integrations of \(F''\) give, for separate cells as well as for \(i=j\),

\[
\begin{aligned}
M_{ij}={}&F(|a_i-a_j|)+F(|b_i-b_j|)\\
&-F(|a_i-b_j|)-F(|b_i-a_j|).
\end{aligned}
\]

For \(i=j\) this is \(2F(0)-2F(d_i)\), as in the hand calculation; the term \(d_i\) has cancelled the contribution of \(F'(0)\). The logarithmic singularity of \(K\) at \(s=0\) is thus integrated analytically.

The steps are:

1. Choose edges \(z_i=(L/2)[1-\cos(\pi i/N)]\), which crowd towards the walls.
2. Build \(M\) from \(F\) and solve \(MS=d\).
3. Form \(I=\sum d_iS_i\) and \(g=(I-L)/L^2\).
4. Obtain the wall value from \(S_w=1+\sum_jS_j[F'(b_j)-F'(a_j)]\).
5. Repeat with \(2N\) cells and take \((4\times\text{fine}-\text{coarse})/3\), which removes an error proportional to \(N^{-2}\).

The averaging rule has a variational meaning. Let \(A=1-K\) be the operator of the integral equation \(AS=1\), and let \(\langle f,h\rangle=\int_0^Lfh\,dz\). For a trial function \(f\), extended by zero outside the slab,

\[
\langle f,Af\rangle=\frac12\int\!\!\int K(|s|)[f(z+s)-f(z)]^2dz\,ds>0.
\]

Expanding the square and using \(\int K=1\) confirms it. Since \(\int f=\langle f,AS\rangle\),

\[
J[f]=2\int f-\langle f,Af\rangle=I-\langle f-S,A(f-S)\rangle\le I,
\]

where now \(I=\int_0^LS\,dz\). Maximizing \(J\) over the cell values gives \(MS=d\). A single-mesh result is therefore a lower bound on \(I\), apart from rounding; the extrapolated one need not be.

A separate solution of the transport equation tests the reduction to one dimension. It follows rays in 24 values of \(|\mu|\) and 6 azimuths through 160 cells, keeps temperature, transverse flux and wall re-emission as unknowns, and starts from a lopsided temperature. It gives \(g=2.32732\), 2.19961 and 2.39174 at \(L=0.2521\), 0.6303 and 1.5757. The integral equation gives 2.32733, 2.19963 and 2.39177.

## Why a minimum must exist

**Thin slab.** Repeated substitution of \(S=1+KS\) produces positive terms, so \(Q\) is at least its first term and \(g\ge g_R\). Scaling both coordinates by \(L\) gives

\[
g_R=\int_0^1\!\int_0^1K(L|t-t'|)\,dt\,dt'.
\]

Because \(K\) decreases with distance, \(g_R\) decreases with \(L\). For small \(s\), \(E_1\approx-\ln s-\gamma\) and \(E_3\approx1/2\), where \(\gamma\) is Euler's constant. Also \(-\int\!\int\ln|t-t'|=2\int_0^1(1-t)(-\ln t)dt=3/2\). Hence

\[
g\approx\frac34\left[\ln\frac1L+1-\gamma\right],\qquad L\ll1.
\]

The logarithm comes from phonons flying at small angles to the walls. Their flights from wall to wall have length \(W/|\mu|\), and the sum over directions contains \(\int d\mu/\mu\). Bulk collisions cut this integral off near \(|\mu|=L\), where the flight becomes as long as \(\Lambda\). At \(L=0.001\) the law gives 5.498 and the full solution 5.529. The next term, one return of momentum, is about \(Lg^2=0.031\), which accounts for the difference.

**Thick slab.** Scaling the trial function by its best constant turns the variational bound into \(I\ge(\int f)^2/\langle f,Af\rangle\). Take \(f=z(L-z)\), with \(\int f=L^3/6\) and \(\int f'^2=L^3/3\). The Cauchy–Schwarz inequality gives \(\int[f(z+s)-f(z)]^2dz\le s^2\int f'^2dz\). Therefore

\[
\langle f,Af\rangle\le\frac12\cdot\frac25\cdot\frac{L^3}{3}=\frac{L^3}{15},
\]
\[
I\ge\frac{L^6/36}{L^3/15}=\frac{5L^3}{12},\qquad g\ge\frac{5L}{12}-\frac1L .
\]

So \(g\) diverges at both ends. It is continuous, and a minimum follows. This argument does not prove that there is only one; that rests on the scan.

## Locating the minimum without differencing

Differentiate the integral equation with respect to \(L\). The moving limit contributes a source:

\[
A\,\partial_LS=K(L-z)S_w .
\]

Because \(A\) is symmetric and \(AS=1\),

\[
\begin{aligned}
\int_0^L\partial_LS\,dz&=\langle S,A\,\partial_LS\rangle
=S_w\int_0^LK(L-z)S\,dz\\
&=S_w(S_w-1).
\end{aligned}
\]

Adding the end-point term \(S_w\) gives

\[
\frac{dI}{dL}=S_w^2 .
\]

At \(L=1\), a central difference with step 0.02 gives 5.6833 and \(S_w^2\) is 5.6831. Now differentiate \(g=(I-L)/L^2\):

\[
g'=\frac{S_w^2-1}{L^2}-\frac{2(I-L)}{L^3}=\frac{S_w^2-1-2\bar Q}{L^2}.
\]

With \(S_w=1+Q_w\), a stationary point satisfies

\[
\bar Q=Q_w+\frac{Q_w^2}{2}.
\]

A root search gives \(L=0.6303\), \(Q_w=0.9424\) and \(\bar Q=1.3864\). Indeed \(0.9424+0.9424^2/2=1.3865\), equal within rounding, and \(g=1.3864/0.6303=2.200\). Direct minimization of \(g\) also gives 0.6303.

The minimum is shallow. At \(L=0.3\) and \(L=1\), \(g\) is higher by 3.9% and 2.0%; at \(L=0.1\), by 20%.

## Poiseuille flow and slip

Far from the walls of a thick slab \(S\) varies slowly, and the second moment of \(K\) gives \(\int KS\approx S+S''/5\). Thus \(S''=-5\): the heat flux has the parabolic profile of a viscous fluid. Near a wall, the source-free half-space solution grows as \(z+\ell\), which defines the slip length \(\ell\Lambda\). Matching it to the parabola gives, in the interior,

\[
S\approx\frac52z(L-z)+\frac52\ell L+\text{constant}.
\]

Integration yields \(I=5L^3/12+5\ell L^2/2+O(L)\). The derivative identity then requires \(S_w^2=5L^2/4+5\ell L+O(1)\). When the far wall is out of reach, the wall solution is \((5L/2)\) times the source-free solution plus a part independent of \(L\), so \(S_w\) is linear in \(L\). Consequently

\[
S_w\approx\frac{\sqrt5}{2}(L+2\ell),\qquad I\approx\frac5{12}(L+2\ell)^3+\text{constant}.
\]

The wall values at \(L=10\) and 14 both give \(\ell=0.582\). The cubic law predicts \(I(14)-I(10)=873.11\); the solution gives 873.10. Expanding \(g\),

\[
g\approx\frac{5L}{12}+\frac{5\ell}{2}+\frac{5\ell^2-1}{L},\qquad L\gg1,
\]

or 5.69 at \(L=10\), in agreement with 5.686. At \(L=1\) it gives 2.56 instead of 2.24: the omitted terms, which start at order \(1/L^2\), are no longer small there, and the minimum lies outside the reach of this expansion.

## What resistive scattering does

Let normal and momentum-destroying collisions have paths \(\Lambda_N\) and \(\Lambda_R\). Their rates add, \(1/\Lambda=1/\Lambda_N+1/\Lambda_R\), but only the fraction \(\alpha=\Lambda/\Lambda_N\) returns drift. Lengths are measured in the combined \(\Lambda\), and the equation becomes

\[
Q=\int_0^LK(|z-z'|)S(z')\,dz',\qquad S=1+\alpha Q.
\]

For \(\alpha=0\), \(g=g_R\) falls monotonically: at \(L=0.1\), 1 and 10 it is 2.091, 0.684 and 0.096. The minimum therefore needs returned momentum, not merely diffuse walls.

For \(0<\alpha<1\), a very thick slab has the uniform interior \(Q=1/(1-\alpha)\), and \(g\) finally falls as \(1/L\). A minimum must then be followed by a maximum. In the scan, a rise appears once \(\Lambda_R/\Lambda_N\) exceeds about 19.

## A slab in the regime of sodium fluoride

Second sound, a wave of temperature carried by normal collisions, has been observed in very pure sodium fluoride at somewhat above 10 K. We take 12 K and the rough values \(v=4000\) m/s, \(\Lambda_N=200\) µm and \(\Lambda_R=10\,000\) µm. The two paths are the least certain inputs.

Three branches with a common speed have mode density \(3k^2/(2\pi^2)\). With \(\int_0^\infty x^4e^x/(e^x-1)^2dx=4\pi^4/15\) and units restored,

\[
C=\frac{2\pi^2}{5}k_B\left(\frac{k_BT}{\hbar v}\right)^3=3302\ \mathrm{J/(m^3\,K)}.
\]

Hence \(Cv/3=3302\times4000/3=4.40\times10^6\) W/(m² K). Without resistive scattering the minimum lies at

\[
W=0.630\times200\ \text{µm}=126\ \text{µm}\quad(1.26\times10^6\ \text{angstrom}).
\]

There \(\kappa/W=4.40\times10^6\times2.20=9.7\times10^6\) W/(m² K), and \(\kappa\approx1200\) W/(m K).

The neglected effects, taken one at a time with the other settings held, have these sizes:

- **Resistive scattering.** The ratio \(\Lambda_R/\Lambda_N=50\) is above the threshold. The minimum moves to 150 µm and \(g\) drops to 2.13. Beyond it \(g\) recovers by 26% before its final fall.
- **Frequency-dependent path.** Let \(\Lambda_\omega\propto\omega^{-2}\), with the heat-capacity-weighted mean rate unchanged. All frequencies share one drift, fixed by the total momentum exchanged, each frequency weighted by its collision rate. The minimum moves to about 158 µm, with \(g=2.37\).
- **Smooth walls.** If 10% of phonons reflect specularly at every angle, \(g\) at \(W=126\) µm rises by 14%, and the minimum moves to about 133 µm.
- **Branches and lattice.** An assumed longitudinal-to-transverse speed ratio of 1.7, at fixed \(C\) and fixed mean of \(v^{-3}\), lowers \(Cv/3\) by 3.9%. The wavelength at the peak of the heat-capacity spectrum is 42 angstrom. For a chain with an assumed ion spacing of 2.3 angstrom, dispersion lowers the group speed there by 1.5%.

The wall condition can be put in terms of roughness. Gaussian heights of rms size \(\eta\) give a reflected phase of rms size \(4\pi\eta/\lambda\) at normal incidence, hence a specular fraction \(\exp[-(4\pi\eta/\lambda)^2]\). It equals 10% for \(\eta=5.0\) angstrom. Oblique phonons see a smaller phase: at an angle with \(|n_y|=|\mu|\) the exponent is multiplied by \(\mu^2\), so grazing phonons stay specular at any finite roughness. This matters because they carry much of the heat: at the diffuse-wall minimum, directions with \(|\mu|<0.2\) carry 43% of the flux, against 30% in the bulk. With this angular dependence, a single wavelength of 42 angstrom and no resistive scattering, \(\eta=5\) angstrom puts the minimum near 0.36 mm with \(g\approx5.6\). At \(\eta=50\) angstrom it lies near 140 µm with \(g\approx2.24\), close to the diffuse result. The single wavelength is itself an approximation: with the specular fraction taken separately for each frequency of the thermal spectrum, the two cases move to about 0.34 mm with \(g\approx4.9\) and 144 µm with \(g\approx2.26\). The diffuse-wall model therefore needs a roughness of several nanometres here, not a few angstrom.

In a real slab several of these assumptions fail together, and the separate shifts need not add. The finite breadth and length of the crystal and its elastic anisotropy are not sized here. Taken one at a time, the effects in the list leave the minimum between one and two tenths of a millimetre. Taken together, the frequency-dependent normal path, a frequency-independent \(\Lambda_R\) and 10% specular reflection move it to roughly 0.27 mm, and \(g\) then rises by only about 2% before its final fall. At a fixed ratio \(\Lambda_R/\Lambda_N\) the position scales with the uncertain \(\Lambda_N\). A temperature sweep at fixed width changes \(C\), \(\Lambda_N\) and \(\Lambda_R\) together. To expose the minimum, \(\kappa\) must first be divided by \(CvW\), with an error well below the rise to be seen. For the combined case that means better than one per cent, and lowering \(\Lambda_R/\Lambda_N\) from 50 to 40 removes the minimum altogether. The numerical output lists the main separate estimates.

## Values computed for the example and the checks

```
Kernel norm and second moment: 1.000000, 0.400000
Thin slab L=0.001: g=5.5288, logarithmic law=5.4979
Thin slab L=0.010: g=3.9243, logarithmic law=3.7710
L, g (normal only), g (resistive only), dimensionless:
    0.1  2.6471  2.0913
    0.3  2.2860  1.3518
    1.0  2.2427  0.6839
    3.0  2.8837  0.2920
   10.0  5.6858  0.0963
dI/dL at L=1, difference and wall square: 5.68329, 5.68313
Minimum, width/path: 0.6303
Minimum by direct search, width/path: 0.6303
g at minimum: 2.19963
Mean Q and wall Q at minimum: 1.3864, 0.9424
Kinetic solver L=0.2521: g=2.32732, integral eq. 2.32733
Kinetic solver L=0.6303: g=2.19961, integral eq. 2.19963
Kinetic solver L=1.5757: g=2.39174, integral eq. 2.39177
Slip length/path from L=10 and L=14: 0.5819, 0.5819
I(14)-I(10), found and cubic law: 873.10, 873.11
Smallest resistive/normal path ratio with a minimum: 19.0
Example temperature: 12.0 K
Example phonon speed: 4000 m/s
Normal path: 200 um
Resistive path: 10000 um
Thermal energy kT: 0.001034 eV
Heat capacity: 3302.4 J/(m^3 K)
C v/3: 4.4032e+06 W/(m^2 K)
Width at minimum: 126.1 um = 1.261e+06 angstrom
kappa/width at minimum: 9.6854e+06 W/(m^2 K)
kappa at minimum: 1220.9 W/(m K)
With resistive path: local g=2.1349
  its width: 150.1 um
  later rise of g above it: 25.55 %
Path ~ frequency^-2: lowest g=2.3683
  its width: 158 um
  g at width/path 0.3 and 12: 2.5054, 4.5267
10% specular walls: g change 13.94 %
Dominant phonon wavelength: 41.8 angstrom
Roughness for 10% specular, normal incidence: 5.04 angstrom
Assumed longitudinal/transverse speed ratio: 1.7
Branch speeds: C v/3 change -3.9 %
Assumed ion spacing: 2.3 angstrom
Chain dispersion: group speed lower by 1.49 %
```
